# Parallel oxidation by two oxidants and the fitted linear-parabolic law: a numerical check

```python
"""
Result under test: two independent oxidants growing one oxide in parallel,
    R(x) = dx/dt = B1/(A1+2x) + B2/(A2+2x),
obey a single linear-parabolic law only if A1 = A2. Otherwise a fit of
    x^2 + A x = B (t + tau)
to thickness-time data gives a larger A in a thicker window, and A tends
from below to the B-weighted mean of A1 and A2.
Symbols: x thickness (nm), t time (h), A_i (nm), B_i (nm^2/h), S = B1+B2,
A_mean = (B1 A1+B2 A2)/S, A_cross = (B1 A2+B2 A1)/S,
V = B1 B2 (A2-A1)^2/S^2 (weighted variance of A, nm^2).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def total_rate(x, a1, b1, a2, b2):
    return b1 / (a1 + 2 * x) + b2 / (a2 + 2 * x)


def growth_time(rate, x, start=0.0):
    """Time to grow from start to each x, by quadrature of 1/rate."""
    half = (np.asarray(x, dtype=float) - start) / 2
    points = start + half[:, None] * (1 + NODES[None, :])
    return half * ((1 / rate(points)) @ WEIGHTS)


def fit_law(x, t):
    """Least squares of t = (x^2 + A x)/B - tau; returns A, B, tau."""
    c0, c1, c2 = Polynomial.fit(x, t, 2).convert().coef
    return c1 / c2, 1 / c2, -c0


def means(a1, b1, a2, b2):
    s = b1 + b2
    return (s, (b1 * a1 + b2 * a2) / s, (b1 * a2 + b2 * a1) / s,
            b1 * b2 * (a2 - a1) ** 2 / s ** 2)


def crossings(a_fit, b_fit, rate, low, high):
    """Points where the fitted inverse rate meets the true inverse rate."""
    def gap(x):
        return (a_fit + 2 * x) / b_fit - 1 / rate(x)
    grid = np.linspace(low, high, 2001)
    values = gap(grid)
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(gap, grid[i], grid[i + 1], xtol=1e-11) for i in places]


# --- symbolic test: one oxidant, from its three equal fluxes
h, D, k, C, N, X, c_out, c_in, F = sp.symbols(
    'h D k C N X c_out c_in F', positive=True)
solution = sp.solve([h * (C - c_out) - F, D * (c_out - c_in) / X - F,
                     k * c_in - F], [c_out, c_in, F], dict=True)[0]
A_one, B_one = 2 * D * (1 / k + 1 / h), 2 * D * C / N
assert sp.simplify(solution[F] / N - B_one / (A_one + 2 * X)) == 0

# --- symbolic test: inverse of the summed rate and its curvature
p1, q1, p2, q2 = sp.symbols('p1 q1 p2 q2', positive=True)
inverse = 1 / (q1 / (p1 + 2 * X) + q2 / (p2 + 2 * X))
sS, sMean, sCross, sV = means(p1, q1, p2, q2)
assert sp.simplify(inverse - (2 * X + sMean - sV / (2 * X + sCross)) / sS) == 0
assert sp.simplify(sp.diff(inverse, X, 2)
                   + 8 * sV / (sS * (2 * X + sCross) ** 3)) == 0

# --- example parameters: rough values for silicon near 900 C
temperature_C = 900.0
atm_torr = constants.atm / constants.torr
steam_fraction = 0.025
A1, B1 = 250.0, 5000.0
A2, B2_atm = 500.0, 200000.0
B2 = B2_atm * steam_fraction
pars = (A1, B1, A2, B2)
S, A_mean, A_cross, V = means(*pars)


def rate(x):
    return total_rate(x, *pars)


# --- closed growth time against direct integration of dx/dt
marks = np.array([50.0, 150.0, 500.0, 1000.0])
t_closed = (marks ** 2 + A_mean * marks
            - V / 2 * np.log(1 + 2 * marks / A_cross)) / S
path = solve_ivp(lambda t, x: rate(x), (0, t_closed[-1]), [0.0],
                 t_eval=t_closed, method='DOP853', rtol=1e-11, atol=1e-10)
assert np.allclose(path.y[0], marks, rtol=1e-7)

# --- fits in a thin and a thick window, compared with the chord formula
windows = {'thin': (50.0, 150.0), 'thick': (500.0, 1000.0)}
fits, chords = {}, {}
for name, (low, high) in windows.items():
    xs = np.linspace(low, high, 51)
    fits[name] = fit_law(xs, growth_time(rate, xs))
    points = crossings(fits[name][0], fits[name][1], rate, low, high)
    assert len(points) == 2
    chords[name] = points
    ya, yb = (2 * p + A_cross for p in points)
    A_chord = A_mean - V * (A_mean - A_cross + ya + yb) / (ya * yb + V)
    B_chord = S / (1 + V / (ya * yb))
    assert abs(A_chord - fits[name][0]) < 1e-4
    assert abs(B_chord / fits[name][1] - 1) < 1e-6
assert fits['thin'][0] < fits['thick'][0] < A_mean < max(A1, A2)

# --- many random pairs of oxidants: ordering of A and two crossings
rng = np.random.default_rng(7)
cases = 200
for _ in range(cases):
    a1 = 1.0
    a2 = rng.uniform(1.3, 8.0)
    b1, b2 = 10 ** rng.uniform(-0.7, 0.7, 2)
    _, mean_r, cross_r, _ = means(a1, b1, a2, b2)

    def rate_r(x):
        return total_rate(x, a1, b1, a2, b2)
    found = []
    for low, high in ((0.0, 0.5), (0.5, 1.5), (1.5, 4.0)):
        xs = np.linspace(low, high, 25) * cross_r
        a_fit, b_fit, _ = fit_law(xs, growth_time(rate_r, xs))
        assert len(crossings(a_fit, b_fit, rate_r, xs[0], xs[-1])) == 2
        found.append(a_fit)
    assert found[0] < found[1] < found[2] < mean_r < max(a1, a2)

# --- control: equal A values do give one law in every window
for low, high in windows.values():
    xs = np.linspace(low, high, 51)
    t_same = growth_time(lambda x: total_rate(x, A1, B1, A1, 3 * B1), xs)
    a_fit, b_fit, _ = fit_law(xs, t_same)
    assert abs(a_fit - A1) < 1e-5 and abs(b_fit / (4 * B1) - 1) < 1e-7

# --- far windows: the deficit below A_mean dies off as 1/x
deficits = []
for scale in (10, 100):
    xs = scale * np.linspace(500, 1000, 51)
    intercept, slope = Polynomial.fit(xs, 1 / rate(xs), 1).convert().coef
    deficits.append(A_mean - 2 * intercept / slope)
assert deficits[1] > 0 and abs(deficits[0] / deficits[1] - 10) < 1.0

# --- tangent (local) A from finite differences against the weighted mean
local_x = np.array([0.0, 100.0, 500.0, 1000.0])
step = 0.01
slope = (1 / rate(local_x + step) - 1 / rate(local_x - step)) / (2 * step)
A_local = 2 / (slope * rate(local_x)) - 2 * local_x
w1, w2 = B1 / (A1 + 2 * local_x) ** 2, B2 / (A2 + 2 * local_x) ** 2
assert np.allclose(A_local, (w1 * A1 + w2 * A2) / (w1 + w2), atol=1e-3)
assert np.all(np.diff(A_local) > 0)
A_initial = S / rate(0.0)
assert abs(1 / A_initial - (B1 / A1 + B2 / A2) / S) < 1e-12
assert A_initial < A_mean

# --- one linear-parabolic curve for the whole record
xs = np.linspace(0, 1000, 201)
ts = growth_time(rate, xs)
A_all, B_all, tau_all = fit_law(xs, ts)
x_curve = -A_all / 2 + np.sqrt(A_all ** 2 / 4 + B_all * (ts + tau_all))
misfit = np.abs(x_curve - xs)
A_t, B_t, tau_t = fits['thin']
t_extrapolated = (1000.0 ** 2 + A_t * 1000.0) / B_t - tau_t

# --- neglected effects
K_fast, L_fast = 20.0, 7.0


def rate_fast(x):
    return rate(x) + K_fast * np.exp(-x / L_fast)


def refit(changed_rate, low, high):
    x = np.linspace(low, high, 51)
    return fit_law(x, growth_time(changed_rate, x, low))[0]


A_fast_thin = refit(rate_fast, 50, 150)
A_plain_zero = refit(rate, 0, 100)
A_fast_zero = refit(rate_fast, 0, 100)
drift = 0.01
A_drift = refit(lambda x: B1 / (A1 + 2 * x)
                + B2 * (1 + drift * (x - 500) / 500) / (A2 + 2 * x), 500, 1000)
boost = 1.2
A_boost = [refit(lambda x: total_rate(x, A1, boost * B1, A2, B2), *w)
           for w in windows.values()]
# rough solubilities at one atmosphere and oxidant molecules per oxide volume
C_O2, C_H2O, N_O2, N_H2O = 5e16, 3e19 * steam_fraction, 2.2e22, 4.4e22
quasi_O2 = S / B1 * C_O2 / N_O2
quasi_H2O = S / B2 * C_H2O / N_H2O
noise = 0.2
spread = {}
for name, (low, high) in windows.items():
    xs = np.linspace(low, high, 51)
    ts = growth_time(rate, xs)
    trials = [fit_law(xs + noise * rng.standard_normal(51), ts)[0]
              for _ in range(1000)]
    spread[name] = np.std(trials)

print(f"temperature: {temperature_C:.0f} C = "
      f"{temperature_C + constants.zero_Celsius:.0f} K")
print(f"steam pressure: {steam_fraction * atm_torr:.1f} Torr")
print(f"oxygen A1, B1: {A1:.0f} nm, {B1:.0f} nm^2/h")
print(f"steam A2, B2 at 1 atm: {A2:.0f} nm, {B2_atm:.0f} nm^2/h")
print(f"steam B2 in the mixture: {B2:.0f} nm^2/h")
print(f"S = B1+B2: {S:.0f} nm^2/h")
print(f"A_mean (thick limit): {A_mean:.1f} nm = {A_mean / 1000:.3f} um")
print(f"A_cross: {A_cross:.1f} nm;  V: {V:.0f} nm^2")
print(f"initial rate: {rate(0.0):.2f} nm/h")
print(f"A from initial rate with B = S: {A_initial:.1f} nm")
for x, t in zip(marks, t_closed):
    print(f"time to {x:.0f} nm: {t:.3f} h;  rate there: {rate(x):.3f} nm/h")
for x, a in zip(local_x, A_local):
    print(f"local (tangent) A at {x:.0f} nm: {a:.1f} nm")
for name, (low, high) in windows.items():
    a, b, tau = fits[name]
    print(f"{name} window {low:.0f}-{high:.0f} nm: A = {a:.1f} nm")
    print(f"  B = {b:.0f} nm^2/h, tau = {tau:.4f} h, B/A = {b / a:.2f} nm/h")
    print(f"  chord points: {chords[name][0]:.1f}, {chords[name][1]:.1f} nm")
print(f"A thick minus A thin: {fits['thick'][0] - fits['thin'][0]:.1f} nm")
print(f"thin fit, time to 1000 nm: {t_extrapolated:.2f} h")
print(f"one fit 0-1000 nm: A = {A_all:.1f} nm, B = {B_all:.0f} nm^2/h")
print(f"  its largest thickness misfit, 0-1000 nm: {misfit.max():.2f} nm")
print(f"  its largest misfit above 50 nm: {misfit[10:].max():.2f} nm")
print(f"random oxidant pairs tested: {cases}")
print(f"fast initial term: {K_fast:.0f} nm/h, decay length {L_fast:.0f} nm")
print(f"  A, 50-150 nm, with fast term: {A_fast_thin:.1f} nm")
print(f"  A, 0-100 nm, without / with: {A_plain_zero:.1f} / "
      f"{A_fast_zero:.1f} nm")
print(f"steam up {100 * drift:.0f}% over 500-1000 nm: A = {A_drift:.1f} nm")
print(f"oxygen B1 times {boost:.1f}: A thin, thick = "
      f"{A_boost[0]:.1f}, {A_boost[1]:.1f} nm")
print(f"quasi-steady error bound, O2: {quasi_O2:.1e}, H2O: {quasi_H2O:.1e}")
print(f"thickness noise {noise:.1f} nm, 51 points: spread of A")
print(f"  thin {spread['thin']:.1f} nm, thick {spread['thick']:.1f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
temperature: 900 C = 1173 K
steam pressure: 19.0 Torr
oxygen A1, B1: 250 nm, 5000 nm^2/h
steam A2, B2 at 1 atm: 500 nm, 200000 nm^2/h
steam B2 in the mixture: 5000 nm^2/h
S = B1+B2: 10000 nm^2/h
A_mean (thick limit): 375.0 nm = 0.375 um
A_cross: 375.0 nm;  V: 15625 nm^2
initial rate: 30.00 nm/h
A from initial rate with B = S: 333.3 nm
time to 50 nm: 1.940 h;  rate there: 22.619 nm/h
time to 150 nm: 7.416 h;  rate there: 15.341 nm/h
time to 500 nm: 42.735 h;  rate there: 7.333 nm/h
time to 1000 nm: 136.058 h;  rate there: 4.222 nm/h
local (tangent) A at 0 nm: 300.0 nm
local (tangent) A at 100 nm: 323.1 nm
local (tangent) A at 500 nm: 352.5 nm
local (tangent) A at 1000 nm: 361.9 nm
thin window 50-150 nm: A = 322.6 nm
  B = 9543 nm^2/h, tau = 0.0126 h, B/A = 29.58 nm/h
  chord points: 76.1, 121.8 nm
thick window 500-1000 nm: A = 358.0 nm
  B = 9954 nm^2/h, tau = 0.3647 h, B/A = 27.80 nm/h
  chord points: 627.7, 856.2 nm
A thick minus A thin: 35.4 nm
thin fit, time to 1000 nm: 138.59 h
one fit 0-1000 nm: A = 347.2 nm, B = 9891 nm^2/h
  its largest thickness misfit, 0-1000 nm: 2.77 nm
  its largest misfit above 50 nm: 0.68 nm
random oxidant pairs tested: 200
fast initial term: 20 nm/h, decay length 7 nm
  A, 50-150 nm, with fast term: 322.4 nm
  A, 0-100 nm, without / with: 312.6 / 239.2 nm
steam up 1% over 500-1000 nm: A = 374.3 nm
oxygen B1 times 1.2: A thin, thick = 313.6, 347.0 nm
quasi-steady error bound, O2: 4.5e-06, H2O: 3.4e-05
thickness noise 0.2 nm, 51 points: spread of A
  thin 10.0 nm, thick 5.1 nm
ALL CHECKS PASSED
```
